A spin sink between nonlocal tunnel contacts: a position-independent signal factor

**1. What has to be decided**

A spin-absorption measurement compares two nonlocal signals, one with a sink wire across the channel and one without it. Whoever extracts the sink's spin resistance from their ratio must decide whether the distance from injector to sink enters the calculation. With tunnel contacts on a long channel it does not, provided the sink lies between the contacts. With leaky contacts, or a sink outside that interval, it does.

The channel is uniform and nonmagnetic, with resistivity ρ, cross-section A and spin diffusion length λ. The injector is at x = 0, the detector at x = L and the sink at x = a. The result is

η = (signal with sink)/(signal without sink) = 2R_M/(2R_M + R_N), 0 ≤ a ≤ L. (1)

Here R_N = ρλ/A belongs to one half-infinite arm of the channel, and R_M to the sink. The drive current, the contacts and their separation are the same in both measurements.

The model is linear, steady diffusion of collinear spins without precession. The sink is nonmagnetic and electrically floating. Equation (1) is derived for a sink contact that is narrow compared with both λ and λR_M/R_N, and for an accumulation that is uniform over the channel cross-section near it. Sections 6 and 8 show what happens when the last two conditions are relaxed.

**2. Spin diffusion and the meaning of R_N**

Let V↑ and V↓ be the potentials of the two spin species, and define

v = (V↑ − V↓)/2, I_s = I↑ − I↓.

Each species carries half the conductivity of the nonmagnetic channel, so I↑ = −(A/2ρ) dV↑/dx, and likewise for I↓. Subtraction gives

I_s = −(A/2ρ) d(V↑ − V↓)/dx = −(A/ρ) dv/dx. (2)

Spin flips transfer a current γ(V↑ − V↓) per unit length from up to down. Thus dI↑/dx = −2γv and dI↓/dx = +2γv, so

dI_s/dx = −4γv.

Inserting (2) gives d²v/dx² = (4γρ/A)v. This defines λ through 1/λ² = 4γρ/A, and

d²v/dx² = v/λ². (3)

A point source that feeds spin current J into the infinite channel at x₀ produces v = v(x₀) exp(−|x − x₀|/λ), because the growing solutions are excluded. By (2), the current leaving to the right is (A/ρλ)v(x₀) = v(x₀)/R_N. An equal amount leaves to the left, so J = 2v(x₀)/R_N and

v(x) = (R_N/2) J exp(−|x − x₀|/λ). (4)

The factor 1/2 comes from the two arms in parallel.

R_M is defined in the same convention: R_M = v(a)/I_M, where I_M is the spin current entering the sink. If v is replaced by the full difference V↑ − V↓ in both definitions, both resistances double and η is unchanged. Doubling R_M alone is an error: with R_M/R_N = 1/6 it would turn η = 0.25 into 0.40.

**3. What a tunnel contact does**

Let a contact have total conductance G = 1/R_T and spin conductances G(1 ± P)/2. If U is the ferromagnet's potential minus the mean channel potential, the currents into the channel are

I↑ = G(1 + P)(U − v)/2, I↓ = G(1 − P)(U + v)/2.

Their sum and difference are

I = G(U − Pv), I_s = G(PU − v).

The first gives U = I/G + Pv. Substituting this into the second,

I_s = PI − G(1 − P²)v. (5)

The second term is spin draining back into the contact. Since v is of order PIR_N/2, that term is small relative to PI when

b = R_N(1 − P²)/(2R_T) ≪ 1. (6)

This is the quantitative meaning of "tunnel contact" here. In the limit b → 0 the injector supplies a fixed spin current PI, whatever else is attached to the channel. From (4), without a sink,

v₀(x) = (PIR_N/2) exp(−|x|/λ). (7)

The detector carries no charge current, so U = Pv(L) there. Reversing its magnetization changes the sign of P in this relation. The drive current returns through the left end of the channel, so no charge flows to the right of the injector and the mean channel potential is constant there. It can be read at the far right end, where v has decayed. A floating nonmagnetic sink does not alter this. The difference between parallel and antiparallel readings is therefore 2Pv(L). Divided by I, it gives the signal without a sink:

ΔR₀ = P²R_N exp(−L/λ). (8)

**4. Adding the sink**

The sink removes I_M from the channel, so it acts as a source of strength −I_M at x = a. The equations are linear, and (4) gives

v(x) = v₀(x) − (R_N/2) I_M exp(−|x − a|/λ). (9)

I_M is not yet known, because it depends on the reduced accumulation under the sink. Set x = a and use I_M = v(a)/R_M:

v(a) = v₀(a) − (R_N/2R_M) v(a).

Collecting v(a) gives v(a)(2R_M + R_N)/(2R_M) = v₀(a), hence

v(a) = [2R_M/(2R_M + R_N)] v₀(a) = ηv₀(a). (10)

The absorbed current follows from (7) and (10):

I_M = ηv₀(a)/R_M = PI exp(−a/λ) R_N/(2R_M + R_N). (11)

It does depend on position: a more distant sink absorbs less. At the detector, however, the missing accumulation is

(R_N/2) I_M exp(−(L − a)/λ) = (PIR_N/2) exp(−L/λ) R_N/(2R_M + R_N),

because exp(−a/λ) exp(−(L − a)/λ) = exp(−L/λ). Subtracting this from v₀(L) gives

v(L) = v₀(L)[1 − R_N/(2R_M + R_N)] = ηv₀(L).

The detector signal is proportional to v(L), which proves (1). A sink near the injector takes more spin current, but its effect has farther to decay before the detector. For a sink between the contacts the two changes compensate.

The sink also acts backwards. Setting x = 0 in (9) gives

v(0) = (PIR_N/2)[1 − (1 − η) exp(−2a/λ)], (12)

where 1 − η = R_N/(2R_M + R_N). The accumulation under the injector does depend on a. This has no consequence for the detector as long as the injected spin current is fixed, which the tunnel condition ensures. The same condition at the detector keeps that contact from draining spin out of the channel.

**5. Limits, inversion and sinks outside the interval**

For a weak sink, R_M ≫ R_N, expansion of (1) gives η ≈ 1 − R_N/(2R_M). For a strong sink, R_M ≪ R_N, it gives η ≈ 2R_M/R_N. The signal is halved at R_M = R_N/2, where the sink's resistance equals that of the two channel arms in parallel.

To extract R_M from a ratio, write η(2R_M + R_N) = 2R_M and solve:

R_M = R_Nη/[2(1 − η)]. (13)

The error propagation follows from ln η = ln(2R_M) − ln(2R_M + R_N). Differentiation at fixed R_N gives

d ln η/d ln R_M = 1 − η.

A small relative error in η therefore becomes a relative error larger by 1/(1 − η) in R_M. A weak sink, with η near 1, is poorly determined.

If the sink lies a distance s beyond the detector, a = L + s. Equation (11) still holds, and the missing accumulation travels back over s. Its size relative to v₀(L) is (1 − η) exp(−2s/λ), so the factor becomes

η_out = 1 − (1 − η) exp(−2s/λ). (14)

For a sink at x = −s, the spin current travels s to reach the sink, and its effect travels s + L to the detector. The product is again exp(−(L + 2s)/λ), so (14) holds on both sides. At s = 0 it joins (1) continuously.

**6. The sink as a real film**

Let the sink be a film of thickness t_M, resistivity ρ_M and spin diffusion length λ_M, with contact area A_J. If the contact is much wider than λ_M, diffusion in the film is nearly perpendicular to it. This neglects spin that spreads into the sink wire beyond the channel edges, which would lower R_M by about 1.4% in the example of Section 7. No spin current leaves the outer surface, so at depth z

v(z) = v(0) cosh[(t_M − z)/λ_M]/cosh(t_M/λ_M).

The current entering at z = 0 is (A_J/ρ_Mλ_M) tanh(t_M/λ_M) v(0). An interface of specific resistance r_i that conserves spin adds a drop r_iI_M/A_J in series. Hence

R_M = (r_i + r_f)/A_J, r_f = ρ_Mλ_M coth(t_M/λ_M). (15)

If the interface flips spins, treat it as a diffusive layer δ decay lengths thick, with total specific resistance r_i. Its own product of resistivity and decay length is then r_δ = r_i/δ. Let j be the spin current density and u the depth in decay lengths. Then

v(u) = v_in cosh u − r_δ j_in sinh u,
j(u) = j_in cosh u − (v_in/r_δ) sinh u.

At u = δ the film requires v = r_f j. Collecting the terms in v_in and j_in and dividing by cosh δ gives

R_M = (1/A_J) r_δ(r_f + r_δ tanh δ)/(r_δ + r_f tanh δ). (16)

For δ → 0 this returns to (15). Equation (1) is unchanged; what changes is the R_M to be inserted.

A sink of width w along the channel can be treated in one dimension by spreading its absorption evenly. Under the sink,

dI_s/dx = −Av/(ρλ²) − v/(R_Mw).

With (2), this gives v″ = q²v, where q² = k² + ρ/(AR_Mw) and k = 1/λ. Let a wave of unit amplitude reach the entry face, let r be the amplitude sent back, and let τ be the amplitude at the exit. At distance y before the exit face, continuity of v and of its derivative there gives

v = τ[cosh qy + (k/q) sinh qy].

At the entry face, y = w, the same two conditions read

1 + r = τ[cosh qw + (k/q) sinh qw],
1 − r = τ[cosh qw + (q/k) sinh qw].

Adding them eliminates r. Without the sink the amplitude would be exp(−kw) at the exit, so the signal factor is

η_w = exp(kw)/[cosh qw + ½(q/k + k/q) sinh qw]. (17)

As w → 0, qw vanishes while q²w/(2k) tends to R_N/(2R_M), and (17) reduces to (1). Since (qw)² = (w/λ)² + (w/λ)R_N/R_M, this limit is reached when w is small compared with both λ and λR_M/R_N. For a weak sink these conditions are more than is needed: with R_M = 10R_N and w = 5λ, (17) gives 0.9514 against 0.9524 from (1). No position appears in (17): the returned wave r runs past the tunnel injector and is lost in the left arm. Position independence thus survives a finite width, provided the whole strip lies between the contacts, but the value of the factor changes.

**7. Worked example**

The channel has ρ = 3.0 µΩ cm, λ = 400 nm, width 100 nm and thickness 50 nm. Thus

R_N = (3.0 × 10⁻⁸ Ω m)(400 × 10⁻⁹ m)/(5.0 × 10⁻¹⁵ m²) = 2.40 Ω.

The sink wire has ρ_M = 25 µΩ cm, λ_M = 4 nm, t_M = 20 nm and w = 50 nm. It is taken to touch only the top surface of the channel, so A_J = 5.0 × 10⁻¹⁵ m²; a wire that also covers the side walls has a larger A_J and a smaller R_M. Its film contributes 0.20 Ω. An interface with r_i = 1.0 fΩ m² contributes another 0.20 Ω, so R_M = 0.40 Ω and

η = 0.80/(0.80 + 2.40) = 0.25.

With L = 600 nm and P = 0.30, equation (8) gives

ΔR₀ = 0.09 × 2.40 Ω × exp(−1.5) = 48.2 mΩ.

The sink reduces this to 12.05 mΩ. At a drive current of 100 µA, the voltage change on reversing the detector falls from 4.82 to 1.205 µV.

An independent solution of Kirchhoff's equations for the two spin species, with near-ideal contacts of 10⁵ Ω, gives 0.2500 for a = 0, 100, 300, 500 and 600 nm. Over the same set, the absorbed current agrees with (11) to within 0.2%. It is 17.5 µA at 100 nm, 10.6 µA at 300 nm and 6.4 µA at 500 nm: it falls by a factor of 2.7 while the detector signal stays the same. With the sink 200 nm outside either contact, (14) gives 1 − 0.75 exp(−1) = 0.724, and the network agrees to within 0.1%.

**8. How large the corrections are**

*Width and thickness.* Equation (17) gives 0.229, which is 8% below the point-sink value. A two-dimensional solution that also resolves the channel thickness, with the sink on the top surface, gives 0.266 on a 2.5 nm grid, which is 6% above it; the grid error is about 0.0003, and the converged value is 0.265. The rise from 0.229 to 0.266 is due to the finite transverse conductance of the channel: when the transverse conductivity alone is multiplied by 10⁴, the solution agrees with (17) to within 0.3%. Spin near the bottom of the channel can then no longer pass under the sink without equilibrating with the top. For a real copper channel the thickness correction is only an estimate: at this resistivity the electron mean free path is about 22 nm, which is not small compared with the thickness of 50 nm, so diffusion is not accurate on this scale. In this example the two corrections have opposite signs and partly cancel.

Applying (13) to the grid value 0.2656 would give R_M = 0.434 Ω instead of 0.40 Ω, an error of 8%. Removing the grid error changes 0.434 to 0.433 Ω. The two-dimensional factor is the same, 0.2656, for sinks centred at 150 and 300 nm. The nonuniform parts of the accumulation vary across the thickness t as cos(nπz/t) and decay along the bare channel at least as fast as exp(−πx/t), over about 16 nm here. The contacts lie well beyond that distance from the strip, so they exchange with it the uniform wave used in Section 6.

*Leaky contacts.* Let b from (6) be small but not zero. By (5), the injector supplies PI − G(1 − P²)v(0). The sink lowers v(0) by the fraction (1 − η) exp(−2a/λ), according to (12), so less spin drains back. To first order in b, this raises the ratio by the relative amount b(1 − η) exp(−2a/λ). The detector drains spin as well. The accumulation that a source at the detector produces there is lowered by the fraction (1 − η) exp(−2(L − a)/λ), which gives a second term of the same form. Drainage at one contact acts on drainage at the other only at order b². Therefore

η_b ≈ η{1 + b(1 − η)[exp(−2a/λ) + exp(−2(L − a)/λ)]}. (18)

The correction is smallest midway between the contacts. For R_T = 100 Ω, b = 2.40 × 0.91/200 = 0.011. Equation (18) then gives 0.2514 at a = 100 nm and 0.2509 at 300 nm, and the full network gives the same values. For R_T = 0.5 Ω, b = 2.2 and the expansion is useless. The network then gives 0.371 at 100 nm and 0.312 at 300 nm. Both exceed 0.25, and they differ by 19% relative to the smaller. In that regime the contacts and the sink position must be part of the fit.

*Channel ends.* An absorbing end at distance ℓ beyond a contact changes the spin conductance of that arm from 1/R_N to coth(ℓ/λ)/R_N. An open end changes it to tanh(ℓ/λ)/R_N. In (18) these act like contacts with b ≈ +exp(−2ℓ/λ) and −exp(−2ℓ/λ), respectively. For ℓ = 1000 nm, |b| ≈ 0.007, and one such end changes η by about 0.1% for a sink at mid-channel. The network with an absorbing left end, an open right end and a = 300 nm gives 0.2500. That agreement is partly due to symmetry, since the two first-order terms cancel at a = L/2.

**9. Relation to real devices**

These parameters are rough room-temperature values for a copper channel and a platinum sink wire. The spin diffusion length of platinum and the properties of its interface with copper are uncertain enough that the example should not be read as a prediction for a particular sample. Of the assumptions tested here with tunnel contacts and a sink between them, the one with the largest effect is that the interface conserves spin. With a rough flip strength δ = 0.9, equation (16) lowers R_M from 0.40 to 0.218 Ω, and η falls from 0.25 to 0.154. The assumed contact area matters as much: if the wire also covered both side walls with the same r_i and r_f, A_J would double and (1) would give 0.143. A fit that ignores interface flips and holds r_i fixed would assign this extra absorption to the platinum film. The ratio determines the input resistance R_M; dividing it between film and interface needs further data. A series of film thicknesses may not suffice if the interface flips spins. For δ = 0.9 and thicknesses from 2 to 20 nm, equation (15) with r_i, ρ_Mλ_M and λ_M all free can be fitted to the values of (16) to within 0.5%, yet the fitted ρ_Mλ_M is more than ten times too small. Independent knowledge of the interface or of the film is then needed.

The channel must be known too. At fixed R_M, an R_N that is 20% higher gives η = 0.217, and one that is 20% lower gives 0.294. Temperature can shift R_N through both ρ and λ, so R_N should be determined at the temperature of the absorption measurement. Devices with transparent metallic contacts can violate (6), and then the position dependence of Section 8 applies.

For implementation, first evaluate b. If it is small, if exp(−2ℓ/λ) is also small for both channel ends, and if the sink lies between the contacts, use (13) without the sink position. If w or the channel thickness is not small enough for the accuracy required, keep the position-independent form but replace (1) by a factor computed for the actual cross-section. This requires both contacts to be well over one channel thickness away from the strip. For contacts of negligible width on the top surface in the example of Section 7, the factor falls by about 0.6% when both gaps equal one thickness and by about 0.03% when they equal two. For contacts 50 nm wide the shifts are about 0.2% and 0.01%. A stronger sink makes these shifts larger. The main values are in the numerical output.

Calculated quantities

```
INPUTS (material values rough, room temperature)
channel resistivity      3.0 uOhm cm
channel spin diff length 400 nm
channel width, thickness 100, 50 nm
sink resistivity         25 uOhm cm
sink spin diff length    4 nm
sink thickness, width    20, 50 nm
interface resistance     1.0 fOhm m2
contact distance L       600 nm
polarization P           0.30
drive current            100 uA
MAIN RESULTS
R_N                      2.400 Ohm
R_M, film part           0.2000 Ohm
R_M, interface part      0.2000 Ohm
R_M, total               0.4000 Ohm
factor eta, formula      0.2500
eta, network, a=  0 nm   0.2500
eta, network, a=100 nm   0.2500
eta, network, a=300 nm   0.2500
eta, network, a=500 nm   0.2500
eta, network, a=600 nm   0.2500
signal without sink      48.20 mOhm
signal with sink         12.05 mOhm
voltage change, no sink  4.820 uV
voltage change, sink     1.205 uV
absorbed I_M, a=100 nm   17.52 uA
absorbed I_M, a=300 nm   10.63 uA
absorbed I_M, a=500 nm   6.45 uA
eta, 200 nm outside      0.7241
NEGLECTED EFFECTS
interface flip strength  0.9 (rough)
R_M with interface flips 0.2184 Ohm
eta with interface flips 0.1540
eta, finite width, 1D    0.2291
eta, 2D, a=300 nm        0.2656
eta, 2D, a=150 nm        0.2656
R_M inferred from 2D eta 0.4339 Ohm
tunnel resistance        100 Ohm
junction bias            10 mV
eta, tunnel, a=100 nm    0.2514
eta, tunnel, a=300 nm    0.2509
leaky contact resistance 0.5 Ohm
eta, leaky, a=100 nm     0.3713
eta, leaky, a=300 nm     0.3121
channel beyond contacts  1000 nm
eta, finite channel      0.2500
eta if R_N is 20% higher 0.2174
eta if R_N is 20% lower  0.2941
```
